# Density cumulants: logarithm, additive separability and the two-body trace: a numerical check

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

```python
"""
Density cumulants from W = ln G, where
  G = <exp(sum_p a+_p eta_p) exp(sum_p etabar_p a_p)>
and eta, etabar are Grassmann sources.  Results under test:
  lambda_pq,rs = Gamma_pq,rs - gamma_pr gamma_qs + gamma_ps gamma_qr
  W(AB) = W(A) + W(B) for a product of fragments with sharp particle numbers
  sum_pq lambda_pq,pq = -sum_i n_i (1 - n_i) for sharp total particle number
gamma_pr = <a+_p a_r>, Gamma_pq,rs = <a+_p a+_q a_s a_r>, and n_i are the
eigenvalues of gamma.  Spin orbital index = 2 * spatial index + spin.
Molecules: full CI in STO-3G with Loewdin-orthogonalized atomic orbitals.
"""
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, fci

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10


def parity(masks):
    x = np.array(masks)
    for shift in (16, 8, 4, 2, 1):
        x = x ^ (x >> shift)
    return x & 1


def popcounts(size):
    return np.array([bin(i).count("1") for i in range(size)])


def ladder(vec, mode, create):
    """Apply a fermion creation or annihilation operator to a Fock vector."""
    index = np.arange(len(vec))
    chosen = index[((index >> mode) & 1) == (0 if create else 1)]
    out = np.zeros_like(vec)
    sign = 1 - 2 * parity(chosen & ((1 << mode) - 1))
    out[chosen ^ (1 << mode)] = sign * vec[chosen]
    return out


def density_matrices(psi, m):
    one = np.array([ladder(psi, r, False) for r in range(m)])
    two = np.array([[ladder(one[r], s, False) for s in range(m)]
                    for r in range(m)])
    gamma = one.conj() @ one.T
    flat = two.reshape(m * m, -1)
    return gamma, (flat.conj() @ flat.T).reshape(m, m, m, m)


def cumulant(gamma, Gamma):
    return (Gamma - np.einsum("pr,qs->pqrs", gamma, gamma)
            + np.einsum("ps,qr->pqrs", gamma, gamma))


def full_trace(tensor):
    return np.einsum("pqpq->", tensor).real


def occupation_sum(gamma):
    n = np.linalg.eigvalsh(gamma)
    return np.sum(n * (1 - n))


# ---- Grassmann algebra: monomials are bit masks in ascending order ----
def grassmann_product(x, y):
    out = np.zeros(len(x), dtype=complex)
    y_masks = np.nonzero(y)[0]
    for a in np.nonzero(x)[0]:
        a = int(a)
        b = y_masks[(y_masks & a) == 0]
        lower = 0
        for i in range(a.bit_length()):
            if (a >> i) & 1:
                lower ^= (1 << i) - 1
        out[a | b] += x[a] * y[b] * (1 - 2 * parity(b & lower))
    return out


def grassmann_log(G, m):
    assert abs(G[0] - 1) < 1e-12
    rest = G.copy()
    rest[0] = 0
    power, total = rest.copy(), rest.copy()
    for k in range(2, m + 1):
        power = grassmann_product(power, rest)
        total += (-1) ** (k + 1) / k * power
    return total


def generating_function(psi, m):
    """Sources are creation operators of 2m extra modes acting on vacuum."""
    v = np.zeros(2 ** (3 * m), dtype=complex)
    v[:2 ** m] = psi
    for p in range(m):
        v = v + ladder(ladder(v, p, False), 2 * m + p, True)
    for p in range(m):
        v = v + ladder(ladder(v, m + p, True), p, True)
    return v.reshape(4 ** m, 2 ** m) @ np.conj(psi)


# ---- full CI for hydrogen atoms on a line ----
def solve_hydrogens(z_angstrom):
    n = len(z_angstrom)
    m = 2 * n
    mol = gto.M(atom=[["H", (0.0, 0.0, z / BOHR_ANGSTROM)]
                      for z in z_angstrom],
                basis="sto-3g", unit="Bohr", verbose=0)
    s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = (s_vec / np.sqrt(s_val)) @ s_vec.T
    h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    eri = np.einsum("abcd,ap,bq,cr,ds->pqrs", mol.intor("int2e"),
                    X, X, X, X, optimize=True)
    dim = 2 ** m
    a = [np.column_stack([ladder(e, p, False) for e in np.eye(dim)])
         for p in range(m)]
    E = np.array([[a[2 * p].T @ a[2 * r] + a[2 * p + 1].T @ a[2 * r + 1]
                   for r in range(n)] for p in range(n)])
    h_eff = h - 0.5 * np.einsum("pqqs->ps", eri)
    H = np.tensordot(h_eff, E, axes=([0, 1], [0, 1]))
    for p in range(n):
        for r in range(n):
            H += 0.5 * E[p, r] @ np.tensordot(eri[p, r], E,
                                              axes=([0, 1], [0, 1]))
    sector = np.nonzero(popcounts(dim) == n)[0]
    energies, vectors = np.linalg.eigh(H[np.ix_(sector, sector)])
    assert energies[1] - energies[0] > 1e-4   # unique ground state
    psi = np.zeros(dim)
    psi[sector] = vectors[:, 0]
    e_nuc = mol.energy_nuc()
    e_total = energies[0] + e_nuc
    e_check = fci.direct_spin1.kernel(h, eri, n, (n // 2, n // 2))[0]
    assert abs(e_check + e_nuc - e_total) < 1e-8

    gamma, Gamma = density_matrices(psi, m)
    lam = cumulant(gamma, Gamma)
    site = np.arange(m) // 2
    same_spin = np.equal.outer(np.arange(m) % 2, np.arange(m) % 2)
    eri_so = (eri[np.ix_(site, site, site, site)]
              * same_spin[:, :, None, None] * same_spin[None, None])
    e_one = np.sum(np.kron(h, np.eye(2)) * gamma)
    e_cum = 0.5 * np.einsum("prqs,pqrs->", eri_so, lam)
    e_prod = 0.5 * (np.einsum("prqs,pr,qs->", eri_so, gamma, gamma,
                              optimize=True)
                    - np.einsum("prqs,ps,qr->", eri_so, gamma, gamma,
                                optimize=True))
    assert abs(e_nuc + e_one + e_prod + e_cum - e_total) < 1e-9
    # sharp particle number: partial and full trace
    assert np.allclose(np.einsum("pqrq->pr", lam), gamma @ gamma - gamma,
                       atol=1e-10)
    assert abs(full_trace(lam) + occupation_sum(gamma)) < 1e-10
    result = dict(psi=psi, gamma=gamma, Gamma=Gamma, lam=lam, e=e_total,
                  e_cum=e_cum, tr=full_trace(lam), s=occupation_sum(gamma))
    if n == 2:   # symmetry fixes the restricted Hartree-Fock orbital
        g = np.ones(2) / np.sqrt(2)
        e_hf = (2 * g @ h @ g + e_nuc
                + np.einsum("pqrs,p,q,r,s->", eri, g, g, g, g))
        result["e_corr"] = e_total - e_hf
    return result


def mixed_elements(m, first_fragment_size):
    on_b = (np.arange(m) >= first_fragment_size).astype(int)
    count = (on_b[:, None, None, None] + on_b[None, :, None, None]
             + on_b[None, None, :, None] + on_b[None, None, None, :])
    return (count > 0) & (count < 4)


# ---- logarithm of G against the explicit two-body formula ----
rng = np.random.default_rng(7)
M = 6
three = popcounts(2 ** M) == 3
random_psi = np.where(three, rng.normal(size=2 ** M)
                      + 1j * rng.normal(size=2 ** M), 0)
random_psi /= np.linalg.norm(random_psi)
W_random = grassmann_log(generating_function(random_psi, M), M)
gam_r, Gam_r = density_matrices(random_psi, M)
lam_r = cumulant(gam_r, Gam_r)
log_error = 0.0
for p in range(M):
    for r in range(M):
        log_error = max(log_error, abs(
            W_random[(1 << p) | (1 << (M + r))] - gam_r[p, r]))
        for q in range(p + 1, M):
            for s in range(r + 1, M):
                mask = (1 << p) | (1 << q) | (1 << (M + r)) | (1 << (M + s))
                # ascending order of the two barred sources gives the minus
                log_error = max(log_error,
                                abs(-W_random[mask] - lam_r[p, q, r, s]))
assert log_error < 1e-12
assert np.max(np.abs(lam_r)) > 1e-2
assert abs(full_trace(lam_r) + occupation_sum(gam_r)) < 1e-12

# ---- a determinant has no cumulant beyond the first ----
orbitals = np.linalg.qr(rng.normal(size=(M, 3)))[0]
det = np.zeros(2 ** M)
det[0] = 1
for j in range(3):
    det = sum(orbitals[p, j] * ladder(det, p, True) for p in range(M))
W_det = grassmann_log(generating_function(det, M), M)
det_higher = np.max(np.abs(W_det[popcounts(4 ** M) > 2]))
assert det_higher < 1e-12

# ---- molecules separately and together ----
R_A, R_B, FAR, NEAR = 0.8, 2.0, 100.0, 1.5
A = solve_hydrogens([0, R_A])
B = solve_hydrogens([0, R_B])
far = solve_hydrogens([0, R_A, R_A + FAR, R_A + FAR + R_B])
near = solve_hydrogens([0, R_A, R_A + NEAR, R_A + NEAR + R_B])
lam_sum = np.zeros((8, 8, 8, 8))
lam_sum[:4, :4, :4, :4] = A["lam"]
lam_sum[4:, 4:, 4:, 4:] = B["lam"]
additivity_error = np.max(np.abs(far["lam"] - lam_sum))
assert additivity_error < 1e-7   # residual long-range interaction
assert abs(far["tr"] - A["tr"] - B["tr"]) < 1e-7
assert abs(far["e_cum"] - A["e_cum"] - B["e_cum"]) < 1e-7
assert abs(far["e"] - A["e"] - B["e"]) < 1e-7
mixed = mixed_elements(8, 4)
far_mixed = np.max(np.abs(far["lam"][mixed]))
far_mixed_Gamma = np.max(np.abs(far["Gamma"][mixed]))
near_mixed = np.max(np.abs(near["lam"][mixed]))
assert far_mixed < 1e-7 and far_mixed_Gamma > 0.1 and near_mixed > 1e-3
for fragment in (A, B):
    assert abs(fragment["e_cum"] - fragment["e_corr"]) > 1e-4

# ---- all orders: stretched H2 times a hydrogen atom with tilted spin ----
TILT = 0.6
atom = np.array([0, np.cos(TILT), np.sin(TILT), 0])
G_h2 = generating_function(B["psi"], 4)
W_h2 = grassmann_log(G_h2, 4)
W_atom = grassmann_log(generating_function(atom, 2), 2)
G_ab = generating_function(np.kron(atom, B["psi"]), 6)
W_ab = grassmann_log(G_ab, 6)
W_sum = np.zeros(4 ** 6, dtype=complex)
for g in range(4 ** 4):
    W_sum[(g & 15) | ((g >> 4) << 6)] += W_h2[g]
for g in range(4 ** 2):
    W_sum[((g & 3) << 4) | ((g >> 2) << 10)] += W_atom[g]
all_order_error = np.max(np.abs(W_ab - W_sum))
assert all_order_error < 1e-12
masks = np.arange(4 ** 6)
sources_a = 15 | (15 << 6)
mixed_masks = ((masks & sources_a) != 0) & ((masks & ~sources_a) != 0)
G_mixed = np.max(np.abs(G_ab[mixed_masks]))
assert G_mixed > 0.1
assert np.max(np.abs(W_random[mixed_masks])) > 1e-2   # not a product
third = popcounts(4 ** 4) == 6
G3, W3 = np.max(np.abs(G_h2[third])), np.max(np.abs(W_h2[third]))
assert G3 < 1e-12 and W3 > 1e-4

# ---- separated atoms: singlet coupling against a simple product ----
vacuum = np.zeros(16)
vacuum[0] = 1
up_down = ladder(ladder(vacuum, 3, True), 0, True)
down_up = ladder(ladder(vacuum, 2, True), 1, True)
gam_s, Gam_s = density_matrices((up_down - down_up) / np.sqrt(2), 4)
lam_s = cumulant(gam_s, Gam_s)
lam_p = cumulant(*density_matrices(up_down, 4))
singlet_mixed = np.max(np.abs(lam_s[mixed_elements(4, 2)]))
assert singlet_mixed > 0.1 and np.max(np.abs(lam_p)) < 1e-12
assert abs(full_trace(lam_s) + occupation_sum(gam_s)) < 1e-12

# ---- ensemble with fluctuating particle number ----
WEIGHT = 0.5
ion = ladder(B["psi"], 0, False)
ion /= np.linalg.norm(ion)
gam_i, Gam_i = density_matrices(ion, 4)
gam_e = WEIGHT * B["gamma"] + (1 - WEIGHT) * gam_i
lam_e = cumulant(gam_e, WEIGHT * B["Gamma"] + (1 - WEIGHT) * Gam_i)
number = popcounts(16)
prob = WEIGHT * B["psi"] ** 2 + (1 - WEIGHT) * ion ** 2
variance = prob @ number ** 2 - (prob @ number) ** 2
assert abs(full_trace(lam_e) - variance + occupation_sum(gam_e)) < 1e-12
assert abs(full_trace(lam_e) + occupation_sum(gam_e)) > 0.1

# ---- printed numbers ----
print(f"bond length of molecule A: {R_A:.1f} angstrom")
print(f"bond length of molecule B: {R_B:.1f} angstrom")
print(f"far gap: {FAR:.0f} angstrom; near gap: {NEAR:.1f} angstrom")
for name, x in (("A", A), ("B", B), ("AB far", far), ("AB near", near)):
    occ = np.linalg.eigvalsh(x["gamma"])[::-1]
    print(f"{name}: spin-orbital occupations (no unit): "
          + " ".join(f"{abs(n):.5f}" for n in occ))
    print(f"{name}: sum n(1-n) = {x['s']:.6f} (no unit)")
    print(f"{name}: trace of two-body cumulant = {x['tr']:.6f} (no unit)")
    print(f"{name}: trace of Gamma = {full_trace(x['Gamma']):.4f} (no unit)")
    print(f"{name}: total full-CI energy = {x['e'] * HARTREE_EV:.4f} eV")
    print(f"{name}: cumulant energy = {x['e_cum'] * HARTREE_EV:.4f} eV"
          f" = {x['e_cum']:.6f} hartree")
for name, x in (("A", A), ("B", B)):
    print(f"{name}: correlation energy relative to restricted HF = "
          f"{x['e_corr'] * HARTREE_EV:.4f} eV")
print(f"AB far: largest mixed cumulant element = {far_mixed:.1e} (no unit)")
print(f"AB far: largest mixed Gamma element = {far_mixed_Gamma:.4f} (no unit)")
print(f"AB near: largest mixed cumulant element = {near_mixed:.4f} (no unit)")
print(f"AB far: largest error of cumulant additivity = "
      f"{additivity_error:.1e} (no unit)")
print(f"random state: log of G against formula, error = {log_error:.1e}")
print(f"determinant: largest higher coefficient of W = {det_higher:.1e}")
print(f"hydrogen atom spin-state mixing angle: {TILT:.1f} rad")
print(f"H2 B times H: all-order additivity error = {all_order_error:.1e}")
print(f"H2 B times H: largest mixed coefficient of G = {G_mixed:.4f}")
print(f"H2 B: largest three-body coefficient of G = {G3:.1e}")
print(f"H2 B: largest three-body coefficient of W = {W3:.4f}")
print(f"separated singlet: cumulant trace = {full_trace(lam_s):.4f}")
print(f"separated singlet: sum n(1-n) = {occupation_sum(gam_s):.4f}")
print(f"separated singlet: largest mixed cumulant = {singlet_mixed:.4f}")
print(f"separated product: largest cumulant = {np.max(np.abs(lam_p)):.1e}")
print(f"ensemble: weight of neutral molecule B = {WEIGHT:.2f}")
print(f"ensemble: particle-number variance = {variance:.4f}")
print(f"ensemble: sum n(1-n) = {occupation_sum(gam_e):.6f}")
print(f"ensemble: cumulant trace = {full_trace(lam_e):.6f}")
print("finished without a failed check")
```

Printed output:

```
bond length of molecule A: 0.8 angstrom
bond length of molecule B: 2.0 angstrom
far gap: 100 angstrom; near gap: 1.5 angstrom
A: spin-orbital occupations (no unit): 0.98433 0.98433 0.01567 0.01567
A: sum n(1-n) = 0.061711 (no unit)
A: trace of two-body cumulant = -0.061711 (no unit)
A: trace of Gamma = 2.0000 (no unit)
A: total full-CI energy = -30.8617 eV
A: cumulant energy = -1.6235 eV = -0.059663 hartree
B: spin-orbital occupations (no unit): 0.71191 0.71191 0.28809 0.28809
B: sum n(1-n) = 0.820379 (no unit)
B: trace of two-body cumulant = -0.820379 (no unit)
B: trace of Gamma = 2.0000 (no unit)
B: total full-CI energy = -25.8138 eV
B: cumulant energy = -9.2577 eV = -0.340215 hartree
AB far: spin-orbital occupations (no unit): 0.98433 0.98433 0.71191 0.71191 0.28809 0.28809 0.01567 0.01567
AB far: sum n(1-n) = 0.882089 (no unit)
AB far: trace of two-body cumulant = -0.882089 (no unit)
AB far: trace of Gamma = 12.0000 (no unit)
AB far: total full-CI energy = -56.6756 eV
AB far: cumulant energy = -10.8812 eV = -0.399878 hartree
AB near: spin-orbital occupations (no unit): 0.98488 0.98488 0.71584 0.71584 0.28448 0.28448 0.01480 0.01480
AB near: sum n(1-n) = 0.872867 (no unit)
AB near: trace of two-body cumulant = -0.872867 (no unit)
AB near: trace of Gamma = 12.0000 (no unit)
AB near: total full-CI energy = -56.4293 eV
AB near: cumulant energy = -10.6305 eV = -0.390662 hartree
A: correlation energy relative to restricted HF = -0.6340 eV
B: correlation energy relative to restricted HF = -4.4858 eV
AB far: largest mixed cumulant element = 7.4e-08 (no unit)
AB far: largest mixed Gamma element = 0.2500 (no unit)
AB near: largest mixed cumulant element = 0.0818 (no unit)
AB far: largest error of cumulant additivity = 7.4e-08 (no unit)
random state: log of G against formula, error = 1.1e-16
determinant: largest higher coefficient of W = 2.2e-16
hydrogen atom spin-state mixing angle: 0.6 rad
H2 B times H: all-order additivity error = 5.0e-16
H2 B times H: largest mixed coefficient of G = 0.3406
H2 B: largest three-body coefficient of G = 0.0e+00
H2 B: largest three-body coefficient of W = 0.0869
separated singlet: cumulant trace = -1.0000
separated singlet: sum n(1-n) = 1.0000
separated singlet: largest mixed cumulant = 0.5000
separated product: largest cumulant = 0.0e+00
ensemble: weight of neutral molecule B = 0.50
ensemble: particle-number variance = 0.2500
ensemble: sum n(1-n) = 0.660189
ensemble: cumulant trace = -0.410189
finished without a failed check
```
